\section*{Screening of a Neutrality-Level Mismatch Between Two Gapped Solids}

\section*{The problem}

A gapped solid A fills the left side of a plane interface and a gapped solid B the right side, as a semiconductor and an oxide do in a gate stack. The normal coordinate $z$ increases from A to B. All energies are electron energies, so a positive potential energy repels electrons.

Each solid has a neutrality level $E_N$ in its gap. States in the gap decay away from an interface; they are built partly from valence and partly from conduction states, and $E_N$ is the energy at which their character, averaged over the orbitals, changes from mainly valence to mainly conduction. Suppose that the two solids are first joined without letting the electrons respond. The levels then differ by the bare mismatch
\begin{equation}
\Delta_0=E_N^B-E_N^A .
\end{equation}
After the electrons have responded, the mismatch is $\Delta$. The task is to find $\Delta$ and the band offset that follows from it.

Two physical assumptions define the neutrality-level picture. First, a junction with aligned levels has no charge-transfer dipole. Second, a mismatch acts on the electrons of that aligned junction as a potential energy $W(z)$, which rises from $0$ deep in A to $\Delta_0$ deep in B. For real interfaces both are approximations, since the local bonding can produce a dipole of its own. Further, the nuclei are clamped, there are no free carriers or fixed charges, no partly filled interface states pin the Fermi level, and the response is linear in $\Delta_0$ unless stated otherwise.

\section*{(a) From mismatch to band offset}

\textbf{Question.} Express the valence-band offset $E_v^B-E_v^A$ through $\Delta$ and bulk quantities.

\textbf{Solution.} In each solid $X$, write the valence edge as $E_v^X=E_N^X-(E_N-E_v)_X$. The bracket is a bulk property, because a shift of the electrostatic potential moves both levels together. Subtracting the expression for A from that for B gives
\begin{equation}
E_v^B-E_v^A=(E_N-E_v)_A-(E_N-E_v)_B+\Delta .
\label{offset}
\end{equation}
Only the last term depends on the interface. With $\Delta=0$ the offset follows from the bulk levels alone.

\section*{(b) A macroscopic estimate}

\textbf{Question.} Let both sides have the same high-frequency permittivity $\varepsilon_\infty$, relative to vacuum, and let the mismatch be spread evenly over a layer of width $w$. Estimate $\Delta$.

\textbf{Solution.} After the response, the electrons feel the gradient $\Delta/w$. An electric field $\mathcal E$ gives an electron the potential-energy gradient $e\mathcal E$, so the electrons polarize as they would in a field $\Delta/(ew)$:
\begin{equation}
P=\varepsilon_0(\varepsilon_\infty-1)\frac{\Delta}{ew}.
\end{equation}
The mismatch $W$ is not itself an electrostatic field. The true field is the one made by $P$. With no free charge and no field outside the layer, the displacement vanishes, $\varepsilon_0\mathcal E_{\rm ind}+P=0$. The induced potential-energy step is therefore
\begin{equation}
e\,\mathcal E_{\rm ind}\,w=-\frac{ePw}{\varepsilon_0}=-(\varepsilon_\infty-1)\Delta .
\end{equation}
The width has cancelled: a wider layer has a weaker polarization over a greater length. Adding this step to the bare one,
\begin{equation}
\Delta=\Delta_0-(\varepsilon_\infty-1)\Delta
\quad\Longrightarrow\quad
\Delta=\frac{\Delta_0}{\varepsilon_\infty}.
\label{simple}
\end{equation}
For $\varepsilon_\infty\to1$ nothing screens the mismatch; for $\varepsilon_\infty\to\infty$ the levels align. The weak point is the use of a macroscopic permittivity in a layer that may be one atomic spacing wide. Parts (c) to (e) remove that step.

\section*{(c) The induced step from the density response}

\textbf{Question.} Place the junction in a thick, neutral slab with vacuum on both sides. Write $\Delta$ through the linear density response, without assuming a local permittivity.

\textbf{Solution.} Let $n(z)$ be the change in electron number density, averaged over the interface plane. To first order,
\begin{equation}
n(z)=\int\chi(z,z')W(z')\,dz' .
\end{equation}
Here $\chi$ is the full response, including the electrons' interaction. The induced potential energy is $U=-e\varphi$, and the charge density is $-en$. Poisson's equation $\varphi''=en/\varepsilon_0$ becomes
\begin{equation}
U''(z)=-\frac{e^2}{\varepsilon_0}n(z).
\label{poisson}
\end{equation}
Since $\int n\,dz=0$ and no external field is applied, $U'=0$ outside the slab. Integrating by parts, with vanishing boundary terms,
\begin{equation}
\int U'\,dz=\bigl[zU'\bigr]-\int zU''\,dz
=\frac{e^2}{\varepsilon_0}\int z\,n(z)\,dz .
\end{equation}
The slab surfaces lie where $W$ and $U$ are constant. A constant potential induces no density in a gapped region, so the surfaces add nothing, and the step between the two interiors is
\begin{equation}
\Delta=\Delta_0+\frac{e^2}{\varepsilon_0}\int z\,n(z)\,dz .
\label{dipole}
\end{equation}
If $\Delta_0>0$, electrons move from B to A, towards smaller $z$. In the cases worked out below the integral is then negative and the mismatch shrinks. This argument alone does not fix the size of the dipole: for a sharp step inside a cell with inequivalent planes, the induced step can overshoot and reverse the sign of $\Delta$.

The static response is symmetric. With $|0\rangle$ the ground state, $|s\rangle$ the excited states, $\hat n(z)$ the density operator integrated over an interface area $S$, and $E_s$ the energies,
\begin{equation}
\chi(z,z')=-\frac{2}{S}\sum_{s\neq0}
\frac{{\rm Re}\,\langle0|\hat n(z)|s\rangle\langle s|\hat n(z')|0\rangle}{E_s-E_0},
\end{equation}
and exchanging $z$ and $z'$ turns each product into its complex conjugate, which has the same real part. The order of the integrals in (\ref{dipole}) can therefore be changed:
\begin{equation}
\int z\,n\,dz=\int m(z')W(z')\,dz',\qquad
m(z')=\int\chi(z',z)\,z\,dz .
\label{recip}
\end{equation}
The function $m$ is the density response to the potential energy $z$, that is, to a uniform gradient of unit size.

\section*{(d) The role of a uniform field}

\textbf{Question.} Apply a weak external gradient $G$ to the same slab, without any mismatch. Let $\eta(z)$ be the total gradient divided by $G$. Relate $\Delta$ to $\eta$.

\textbf{Solution.} The induced density is now $Gm(z)$. Integrating (\ref{poisson}) from the left vacuum, where the induced gradient vanishes, and using $\int m\,dz=0$, gives
\begin{equation}
\eta(z)=1-\frac{e^2}{\varepsilon_0}\int_{-\infty}^{z}m\,dz'
=1+\frac{e^2}{\varepsilon_0}\int_z^{\infty}m\,dz' .
\label{eta}
\end{equation}
Consider next a sharp mismatch at $z_0$: $W=0$ to the left and $W=\Delta_0$ to the right. Equations (\ref{dipole}) and (\ref{recip}) give
\begin{equation}
\Delta=\Delta_0\left[1+\frac{e^2}{\varepsilon_0}\int_{z_0}^{\infty}m\,dz\right]
=\Delta_0\,\eta(z_0).
\end{equation}
A general profile is a sum of sharp steps of height $W'(z_0)\,dz_0$. Because the response is linear,
\begin{equation}
\Delta=\int W'(z)\,\eta(z)\,dz .
\label{main}
\end{equation}
The residual mismatch is thus fixed by how well the place where the mismatch sits is screened in a capacitor experiment.

\section*{(e) When the permittivity appears}

\textbf{Question.} Evaluate (\ref{main}) for equal and for unequal dielectrics, and state what makes the permittivity rule approximate.

\textbf{Solution.} Well inside a crystal in the capacitor experiment, the normal displacement is continuous. Averaged over one cell, the total gradient is the external one divided by $\varepsilon_\infty$ (for an anisotropic crystal, the component $\varepsilon_{zz}$ along the normal), so
\begin{equation}
\langle\eta\rangle_{\rm cell}=\frac1{\varepsilon_\infty}.
\label{cell}
\end{equation}
If the two sides respond as one crystal and $W'$ is constant over a whole number of cells, (\ref{main}) returns $\Delta=\Delta_0/\varepsilon_\infty$. This result holds within linear response, even for a layer one cell wide. A sharper step gives $\Delta_0\eta(z_0)$ instead, and $\eta$ may vary within the cell. This local-field variation is the first reason why the rule is approximate.

The second reason is that A and B differ. If $\eta$ is replaced by its bulk averages right up to the interface, and a fraction $f$ of the rise lies in A, then
\begin{equation}
\Delta\approx\Delta_0\left[\frac f{\varepsilon_A}+\frac{1-f}{\varepsilon_B}\right].
\label{two}
\end{equation}
Here $\varepsilon_A$ and $\varepsilon_B$ are the high-frequency permittivities. Inverse permittivities are averaged, because the displacement is common to both sides and the potential drops add. The location of the mismatch matters: the less polarizable solid screens its share less.

With the bulk terms $E_N-E_v$ held fixed, an uncertainty $\delta$ in the bare lineup of the two band structures enters the offset (\ref{offset}) as about $\delta/\varepsilon_\infty$. This is why the final lineup depends weakly on the choice of the bare one when $\varepsilon_\infty$ is large; for a weakly polarizable oxide the dependence is stronger. An error $\delta$ in the position of a neutrality level within its gap is not screened in this way: it changes both $\Delta_0$ and a bulk term, and shifts the offset by about $\delta(1-1/\varepsilon_\infty)$ in magnitude.

The static permittivity cannot simply be put in place of $\varepsilon_\infty$. It describes ions and electrons driven by the same electric field, whereas $W$ acts on the electrons alone. Relaxed ions would respond to the rearranged electrons, and that coupled response needs its own calculation.

\section*{(f) A junction with known neutrality levels}

\textbf{Question.} Take atomic planes a distance $d$ apart, each with two orbitals and two electrons per chain. For wavenumber $k$ along the chain,
\begin{equation}
H(k)=(M+2t\cos kd)\,\sigma_z+2t'\sin kd\,\sigma_y ,
\label{ham}
\end{equation}
with Pauli matrices acting on the orbitals, $M>2t>0$ and $t'>t$. Solids A and B differ in $M$. Find the gap and the neutrality level, and show that the aligned junction has no dipole.

\textbf{Solution.} The bands are $\pm E$. With $x=\cos kd$,
\begin{equation}
E^2=(M+2tx)^2+4t'^2(1-x^2).
\label{bands}
\end{equation}
The coefficient of $x^2$ is $4(t^2-t'^2)<0$, so the minimum on $-1\le x\le1$ lies at an end. The value at $x=-1$, $(M-2t)^2$, is the smaller one, and the gap is $2(M-2t)$.

The gap states that continue this band edge have $kd=\pi+i\lambda$, hence $x=-y$ with $y=\cosh\lambda\ge1$. Equation (\ref{bands}) becomes $E^2=(M-2ty)^2-4t'^2(y^2-1)$, and
\begin{equation}
\frac{dE^2}{dy}=-4tM-8(t'^2-t^2)y<0 .
\end{equation}
As $\lambda$ grows from zero, $E^2$ falls from its band-edge value to zero. The decay is strongest at $E=0$, where the branches from the valence and conduction bands meet. This is the neutrality level, and it lies at midgap. For $t=1$, $t'=2$ and $M=3$ eV, setting $E^2=0$ gives $12y^2+12y-25=0$, so $y=1.0275$ and $\lambda=0.234$, as also found numerically.

In real space the on-site term is $M\sigma_z$ and the hopping matrix is $t\sigma_z-it'\sigma_y$. Both change sign under conjugation by $\sigma_x$, whatever value $M$ has on each plane. Applying $\sigma_x$ on every plane therefore turns a state of energy $-E$ into one of energy $+E$. It merely swaps the two orbitals of a plane, so both states have the same weight there. The weights of all states on a plane sum to $2$; the occupied half supplies $1$, and two spins supply $2$ electrons. Every plane is neutral, also next to the junction. In this model the first assumption of the neutrality-level picture holds without approximation.

\section*{(g) The permittivity of the model}

\textbf{Question.} Let $a$ be the interface area per chain, and treat the planes as uniformly charged sheets in the Hartree approximation. Find $\varepsilon_\infty$.

\textbf{Solution.} Let the total gradient be $F$, with perturbation $Fz$. Differentiating $H|v\rangle=E_v|v\rangle$ with respect to $k$ and projecting on the conduction state $|c\rangle$ gives $\langle c|\partial_kH|v\rangle=(E_v-E_c)\langle c|\partial_kv\rangle$. The interband position element is $z_{cv}=i\langle c|\partial_kv\rangle$, so
\begin{equation}
|z_{cv}|=\frac{|\langle c|\partial_kH|v\rangle|}{E_c-E_v}.
\end{equation}
First-order mixing has amplitude $-Fz_{cv}/(E_c-E_v)$. It shifts the mean position of a valence electron by $-2F|z_{cv}|^2/(E_c-E_v)$. With two spins, the moment per plane and chain is
\begin{equation}
p=-4F\left\langle\frac{|z_{cv}|^2}{E_c-E_v}\right\rangle_k .
\end{equation}
By the argument leading to (\ref{dipole}), a moment $p$ in each volume $ad$ adds the gradient $e^2p/(\varepsilon_0ad)$. Hence $F=G+e^2p/(\varepsilon_0ad)$. Dividing by $F$, solving for $\varepsilon_\infty=G/F$ and writing $\partial_k=d\,\partial_{kd}$,
\begin{equation}
\varepsilon_\infty=1+4C\left\langle
\frac{|\langle c|\partial_{kd}H|v\rangle|^2}{(E_c-E_v)^3}\right\rangle_k,
\qquad C=\frac{e^2d}{\varepsilon_0a}.
\label{eps}
\end{equation}
All gaps between planes are equivalent in a uniform crystal, so each has $\eta=1/\varepsilon_\infty$. Even a step confined to one gap is then reduced by $\varepsilon_\infty$.

\section*{(h) Numbers for a junction}

\textbf{Question.} Use $d=0.25$ nm, $a=0.15$ nm$^2$, $t=1$ eV, $t'=2$ eV, $M_A=3$ eV and $M_B=4$ eV. Find $\Delta$ and the valence offset for $\Delta_0=0.5$ eV, with the whole rise in the gap between the last A plane and the first B plane.

\textbf{Solution.} These are round model parameters, not those of named materials. The band gaps are $2$ eV and $4$ eV, and $C=30.16$ eV. Equation (\ref{eps}) gives $\varepsilon_A=12.88$ and $\varepsilon_B=3.84$. In self-consistent slabs of uniform A and uniform B, a small step is reduced to $0.0776$ and $0.2605$ of its height. These values equal $1/\varepsilon_A$ and $1/\varepsilon_B$ to the digits given, for a sharp step and for one spread over nine gaps alike.

At the A/B junction, the separate capacitor calculation gives $\eta=0.1645$. With half the rise assigned to each side, (\ref{two}) gives $(0.0776+0.2605)/2=0.1691$; the capacitor value is $2.7\%$ below this estimate. The effective permittivity is $1/0.1645=6.08$. Averaging the permittivities themselves would give a factor of $0.1196$, which is too small. One gap into A, $\eta$ is still $0.0996$ rather than $0.0776$, so the response near the junction is not that of either bulk. When the rise is spread over 21 gaps centred on the junction, the factor is $0.1685$, within $0.4\%$ of the estimate.

For the bare mismatch of $0.5$ eV,
\begin{equation}
\Delta=0.1645\times0.5\ {\rm eV}=0.082\ {\rm eV},
\end{equation}
and the self-consistent calculation at finite $\Delta_0$ also gives $0.082$ eV. Using only $\varepsilon_A$ would give $0.039$ eV, and only $\varepsilon_B$ $0.130$ eV. With unequal solids, ``the'' permittivity must therefore be specified.

The neutrality levels lie at midgap, so (\ref{offset}) gives
\begin{equation}
E_v^B-E_v^A=(1-2+0.082)\ {\rm eV}=-0.918\ {\rm eV}.
\end{equation}
Without screening the offset would be $-0.5$ eV; with aligned levels it would be $-1$ eV. The electronic response brings the junction most of the way to alignment.

The charge involved is small. About $0.0108$ electrons per chain move from B to A, or $0.0108/0.15=0.072$ per nm$^2$. For planes, the induced step in (\ref{dipole}) is $C\sum_jjn_j$, where $n_j$ is the number of electrons gained by plane $j$. The step is $0.082-0.5=-0.418$ eV, so the centroids of the charge gained by A and lost by B are $0.418/(30.16\times0.0108)=1.28$ spacings apart, or $0.32$ nm.

The potential does not rise steadily between its two plateaus. By Poisson's equation, the total rise across the junction gap is the bare rise minus $C$ times the charge transferred to its left:
\begin{equation}
0.5\ {\rm eV}-30.16\ {\rm eV}\times0.0108=0.17\ {\rm eV}.
\end{equation}
This exceeds $\Delta$; the other gaps together contribute about $-0.09$ eV. The factor $\eta$ therefore gives the difference between the plateaus, not the local drop where the mismatch was placed.

Linearity can be judged from a larger step. The ratio $\Delta/\Delta_0$ is $0.1643$ at $0.5$ eV and $0.1638$ at $1$ eV, against $0.1645$ in the linear limit. In this model the leading correction to the ratio is quadratic in $\Delta_0$: conjugation by $\sigma_x$ maps the junction with potential $W+U$ to minus the Hamiltonian with potential $-(W+U)$, so reversing $W$ reverses every induced charge, and $\Delta$ is an odd function of $\Delta_0$.

The treatment fails if the residual step closes the gap of the junction as a whole. With aligned levels, the valence edge of B is at $-2$ eV and the conduction edge of A at $+1$ eV, so for the plateaus this would require $\Delta>3$ eV. The linear law is lost long before that: the quadratic correction above, about $-0.00075$ at $1$ eV, already amounts to a tenth of the ratio near $\Delta_0=5$ eV, where $\Delta$ is still below $1$ eV. Interface states inside the gap could bring the failure earlier. The model also leaves out exchange and correlation beyond the Hartree potential, ionic relaxation and interface chemistry. Its numbers illustrate the screening law and do not predict the offset of a particular gate stack. The full set of values is in the numerical output.

\section*{Computed values}
\begin{verbatim}
plane spacing d = 0.25 nm
area per chain = 0.15 nm^2
hoppings t, t' = 1.0, 2.0 eV
orbital parameters M_A, M_B = 3.0, 4.0 eV
number of planes in slab = 120
Coulomb energy C = 30.159 eV
gap A, gap B = 2.000, 4.000 eV
decay at neutrality level A, B = 0.2341, 0.4373 per plane
k-space eps_inf A, B = 12.8820, 3.8385
1/eps_inf A, B = 0.07763, 0.26052
largest plane charge, aligned A/B = 1.8e-15 electrons
small test step = 0.010 eV
external test gradient = 0.0010 eV per plane
uniform A: capacitor eps = 12.8820
uniform A: D/D0 sharp = 0.07763, over 9 gaps = 0.07763
uniform B: capacitor eps = 3.8385
uniform B: D/D0 sharp = 0.26052, over 9 gaps = 0.26052
A/B junction: gap offset, D/D0 from step, eta from capacitor
  -3  0.08347  0.08347
  -2  0.08997  0.08997
  -1  0.09961  0.09961
  +0  0.16450  0.16450
  +1  0.23018  0.23018
  +2  0.24595  0.24595
  +3  0.25464  0.25464
effective permittivity 1/eta at junction = 6.0789
mean of 1/eps_A and 1/eps_B = 0.16907
inverse of mean permittivity = 0.11961
A/B: D/D0 for rise over 21 gaps = 0.16851
bare mismatch D0 = 0.500 eV
residual mismatch D, self-consistent = 0.08216 eV
residual mismatch, linear D0*eta = 0.08225 eV
estimate D0/eps_A, D0/eps_B = 0.03881, 0.13026 eV
estimate D0*mean inverse = 0.08454 eV
induced potential step D-D0 = -0.41784 eV
electrons moved from B to A = 0.01081 per chain
areal transfer = 0.07204 electrons/nm^2
valence offset B-A, levels aligned = -1.0000 eV
valence offset B-A, unscreened = -0.5000 eV
valence offset B-A, screened = -0.9178 eV
D/D0 at D0 = 0.5 eV: 0.16431
D/D0 at D0 = 1.0 eV: 0.16375
\end{verbatim}
